Why MP2 dipoles and forces need the orbital-relaxed density

**Question**

I am computing the dipole moment of CO with closed-shell MP2, all electrons correlated, in the cc-pVDZ basis at a bond length of 2.15 bohr. From the amplitudes I build the occupied–occupied and virtual–virtual corrections to the RHF density, add them, and contract with the dipole operator. With C at the origin and O on the +z axis this gives −0.0506 e·bohr.

I also put the molecule in a weak field along z, repeat SCF and MP2, and differentiate the energy by five-point central differences with a step of 0.002 a.u. That gives +0.1416 e·bohr, which has the opposite sign. I thought the dipole was the expectation value over the correlated density. Which number is the MP2 dipole, and do forces have the same problem?

**Answer**

The finite-field number is the derivative of the MP2 energy, so it is the MP2 dipole in the sense μ = −dE/d𝓔, the quantity that fixes how the MP2 energy changes in a weak field. Your density lacks an occupied–virtual block that describes how the SCF orbitals respond to the field. Forces need the same response, and further terms because the basis functions move.

**Where the expectation-value argument fails**

Let the energy depend on a perturbation strength x and on wave-function parameters p. Then

dE/dx = ∂E/∂x + Σ (∂E/∂p)(dp/dx).

The derivative is an expectation value if E is the expectation value of H and ∂E/∂p = 0 for every parameter. Full configuration interaction (FCI) in a fixed basis satisfies this. MP2 does not: its orbitals make E_HF stationary, not E_HF + E2.

I use real canonical RHF orbitals with a gap. Indices i, j, k are occupied, a, b, c virtual, p, q either; (pq|rs) has p and q on electron 1. Sums run freely over all indices. The Fock matrix is

f_pq = h_pq + Σ_k [2(pq|kk) − (pk|qk)],

with f_ai = 0 and diagonal elements ε_p. The amplitudes are

t_ij^ab = (ia|jb)/(ε_i + ε_j − ε_a − ε_b),  u_ij^ab = 2t_ij^ab − t_ij^ba.

MP2 can be written with the Hylleraas functional

J = 2Σ u_ij^ab (ia|jb) + Σ u_ij^ab R_ij^ab,

R_ij^ab = Σ_c (f_ac t_ij^cb + f_bc t_ij^ac) − Σ_k (f_ik t_kj^ab + f_jk t_ik^ab).

For canonical orbitals R_ij^ab = (ε_a + ε_b − ε_i − ε_j) t_ij^ab = −(ia|jb), so J = Σ u_ij^ab (ia|jb) = E2. The second term of J is a symmetric quadratic form in t, so varying t gives

δJ = 2Σ δu_ij^ab [(ia|jb) + R_ij^ab] = 0.

The change of the amplitudes therefore drops out of the first derivative. The change of the orbitals does not.

**What your density differentiates**

Vary f at fixed t and write δJ = Σ D_pq δf_pq. The two virtual terms in R contribute equally, because u_ij^ab = u_ji^ba, and so do the two occupied terms. Hence

D_ab = 2Σ u_ij^ac t_ij^bc,  D_ij = −2Σ u_ik^ab t_jk^ab.

This is your correction. Its trace is zero: with N = Σ u_ij^ab t_ij^ab, the virtual block has trace 2N and the occupied block −2N. For CO in cc-pVDZ, N = 0.0936, so D puts 2N = 0.187 electrons in the virtual block (0.213 in aug-cc-pVTZ); the normalized first-order state discussed below has 2N/(1 + N) = 0.171.

A field 𝓔 along z adds 𝓔z to h for each electron, and μ = −dE/d𝓔. Thus

μ = Σ_A Z_A z_A − tr(ρz).

With ρ = D_HF + D this is the derivative of E_HF + J with the zero-field SCF orbitals frozen. Finite differences of that frozen-orbital energy also give −0.0506 e·bohr.

It is not quite the expectation value over the normalized state Φ0 + Ψ1 either, where Ψ1 is the first-order wave function and N = ⟨Ψ1|Ψ1⟩. A one-electron operator V cannot connect Φ0 to the double excitations in Ψ1. The quadratic term of J is ⟨Ψ1|f̂ − ⟨f̂⟩|Ψ1⟩, with ⟨f̂⟩ taken in Φ0; putting V in place of f gives

⟨V⟩ = [(1 + N) tr(D_HF V) + tr(DV)]/(1 + N) = tr(D_HF V) + tr(DV)/(1 + N).

The RHF dipole is −0.11026 and your density gives −0.05061, so D contributes +0.05965, and the normalized value is −0.11026 + 0.05965/1.09357 = −0.05571 e·bohr. Normalization does not explain your discrepancy.

**The missing orbital response**

Rotations within the occupied or within the virtual space leave E_HF and the stationary value of J unchanged, since t can rotate with them. It remains to mix the two spaces. To first order, orthonormality gives

δφ_i = Σ_a κ_ai φ_a,  δφ_a = −Σ_i κ_ai φ_i.

The integrals in J change first. Both charge clouds in (jb|kc) contribute equally, turning the prefactor 2 into 4:

Y_ai = 4Σ_kbc u_ik^bc (ab|kc) − 4Σ_jkc u_jk^ac (ji|kc).

The Fock matrix changes too. Rotating p or q inside an occupied or virtual block brings in f_ai = 0. The occupied density inside f changes by Σ κ_ai (φ_a φ_i + φ_i φ_a), which changes f_pq by Σ κ_ai [4(pq|ai) − (pa|qi) − (pi|qa)]. Therefore δJ = Σ X_ai κ_ai, with

X_ai = Y_ai + Σ_pq D_pq [4(pq|ai) − (pa|qi) − (pi|qa)].

Next we need the actual κ. For the mixed element f_bj, rotating φ_j gives +ε_b κ_bj and rotating φ_b gives −ε_j κ_bj. With the density change,

δf_bj = Σ_ai M_bj,ai κ_ai,

M_bj,ai = (ε_b − ε_j) δ_ab δ_ij + 4(bj|ai) − (ba|ji) − (bi|ja).

A perturbation xV in a fixed basis adds xV_bj to f_bj. The SCF condition f_bj = 0 must survive, so with κ′ = dκ/dx

V + Mκ′ = 0,  κ′ = −M⁻¹V.

E_HF contributes no orbital term because its variation is 4Σ f_ai κ_ai = 0. J contributes

Σ X_ai κ′_ai = −X·M⁻¹V = Σ ζ_ai V_ai,  where Mζ = −X.

The last step uses the symmetry of M. One linear system, the Z-vector equation, thus serves every perturbation. Since V_ai = V_ia, the response is a density block D_ai = D_ia = ζ_ai/2, and

dE/dx = tr[(D_HF + D_oo + D_vv + D_ov)V] + nuclear term.

This is the relaxed density. It requires an invertible M; at the onset of an instability toward another real closed-shell solution an eigenvalue of M passes through zero, and the response can diverge.

**The numbers for CO**

In e·bohr, positive when O is the positive end:

- RHF: −0.1103
- unrelaxed MP2 density: −0.1103 + 0.0596 = −0.0506, from unrounded terms
- relaxed MP2 density: −0.0506 + 0.1922 = +0.1416
- MP2 finite field: +0.1416

In debye, the unrelaxed and relaxed values are −0.129 and +0.360. The response term is more than three times the contribution of D_oo and D_vv in this basis, and it changes the sign. These cc-pVDZ values are not converged with respect to the basis: in cc-pVTZ the unrelaxed and relaxed dipoles are −0.0572 and +0.1167 e·bohr, and in aug-cc-pVTZ −0.0665 and +0.1013 (+0.258 D). The relaxed value thus moves by 0.04 e·bohr, while the change of sign and a response term about three times the D_oo and D_vv part remain. Taking κ′ from the SCF orbitals in the finite fields and forming −Σ X_ai κ′_ai also gives +0.1922. The missing piece is the motion of the orbitals.

**Is this an artefact of differentiating?**

No. Its lowest-order part appears in an ordinary expectation value too, if that is taken consistently to second order; for CO that part even overshoots the full response. Write H = H0 + W, with H0 the Fock operator. At second order ⟨V⟩ contains both ⟨Ψ1|V|Ψ1⟩ and 2⟨Φ0|V|Ψ2⟩. The second term needs the single excitations in Ψ2, which your density omits.

Let E_ia be the spin-summed operator that moves an electron from a to i. Projecting the second-order equation onto singles gives

(ε_a − ε_i)⟨Φ0|E_ia|Ψ2⟩ = −⟨Φ0|E_ia W|Ψ1⟩.

The right side is related to Y. The first term of J is 2⟨Φ0|H|Ψ1⟩. Rotating its orbitals with κ̂ = Σ κ_ai (E_ai − E_ia) changes it by 2⟨Φ0|Hκ̂ − κ̂H|Ψ1⟩. In the first product, κ̂Ψ1 contains singles, which do not couple to Φ0 by Brillouin's theorem, and triples, which a two-electron operator cannot reach. In the second, ⟨Φ0|κ̂ = −Σ κ_ai ⟨Φ0|E_ia. So Y_ai = 2⟨Φ0|E_ia H|Ψ1⟩, and H may be replaced by W because H0 does not connect singles to doubles. Hence

2⟨Φ0|V|Ψ2⟩ = −Σ V_ai Y_ai/(ε_a − ε_i).

This is the response term with X replaced by Y and M by its orbital-energy differences. It raises the CO dipole from −0.0506 to +0.2010 e·bohr. The two-electron part of M and the D-dependent part of X, both of higher order in W, bring it down to +0.1416. The second-order expectation value therefore has the finite-field sign, but is still not the MP2 energy derivative.

LiH in STO-3G at 3.0 bohr, with Li at the origin and H on +z, is small enough for FCI; the minimal basis serves only as a test, since the FCI dipole moves to −2.16 e·bohr already in 6-31G. There the expectation value and the field derivative are both −1.8182 e·bohr. For MP2 the unrelaxed density gives −1.8964, while the relaxed density and the finite field both give −1.8690. The relaxed value is also nearer to FCI here, but that is not what defines it: it is the derivative of the MP2 energy.

**Forces**

When a nucleus moves, its basis functions and their overlap matrix S move too. Orbitals with fixed coefficients C0 lose orthonormality, so "frozen" needs a rule for carrying them along. One choice is

C(R) = C0 [C0ᵀ S(R) C0]^(−1/2).

Let E_fr(R) be E_HF + J with these orbitals and reoptimized amplitudes, and let f_ai(R) be their Fock elements. The SCF condition is now df_ai/dR + (Mκ′)_ai = 0, so the previous argument gives

dE/dR = dE_fr/dR + Σ ζ_ai df_ai/dR.

For CO, with the derivatives of E_fr and f_ai taken by finite differences, this is −0.0831 + 0.0628 = −0.0203 hartree/bohr. Repeating SCF and MP2 at displaced bond lengths also gives −0.0203. In cc-pVDZ the force, minus this slope, lengthens the bond. That direction is not converged: in cc-pVTZ the slope at 2.15 bohr is +0.0055 hartree/bohr and the force shortens it. With this rule, leaving out the response term would make the slope about four times too large.

The split depends on the rule. Gram–Schmidt orthonormalization, occupied orbitals first, gives −0.0410 + 0.0207, with the same sum. A different rule adds some rotation κ̄ per unit displacement. The frozen part changes by X·κ̄ and the response part by ζ·Mκ̄ = −X·κ̄, so the two changes cancel.

Contracting the relaxed density with the electrostatic force operator is a different calculation. It differentiates the energy when only the nuclear charge moves and the basis stays fixed. For the O charge this derivative is −0.6337 hartree/bohr, from the relaxed density and from finite differences alike; the unrelaxed density gives −0.6617. Neither is close to the molecular slope of −0.0203, because there the functions on O follow the nucleus. In a complete basis, moving the functions would not matter and the two derivatives would coincide. That limit is approached slowly: in cc-pVTZ the charge-only derivative is still −0.2692 against a slope of +0.0055.

So use the relaxed density for dipoles and other first-order one-electron properties in a fixed basis. For forces, use the full MP2 gradient, which includes the moving-basis terms. The response term can vanish in particular cases, for instance when symmetry makes Σ ζ_ai V_ai zero, or if the orbitals are chosen to make E_HF + J itself stationary. With ordinary SCF orbitals it has to be computed.
